\section*{Why the sum of occupied subband energies exceeds the Hartree energy}

\section*{Question}

I have written a Schr\"odinger--Poisson solver for the electron layer under a gate, at zero temperature and in the Hartree approximation. The model has $m_z=0.5\,m_0$ normal to the interface, $m_\parallel=0.1\,m_0$ in the plane, two spin states, relative permittivity 12, electron density $N=5\times10^{12}\,\mathrm{cm^{-2}}$ and depletion density $N_d=1.5\times10^{12}\,\mathrm{cm^{-2}}$.

For the total energy I add the energies of all occupied states, including their in-plane motion. This gives 244.7 meV per electron. But when I change $N$ slightly at fixed $N_d$, the sum per area has a slope of 389.4 meV, while my Fermi level is 289.7 meV. I expected the two to agree. Is the solver wrong, or is the sum not the total energy? If it is not, should I subtract half of the potential energy?

\section*{Answer}

These numbers do not point to a fault in the solver. The sum is not the total energy, because it contains the electrostatic energy of the electrons twice. The cure is to subtract half of the potential energy that the electrons themselves produce, but no part of the depletion term.

\subsection*{The two parts of the potential}

Let the semiconductor occupy $z>0$, with a hard wall at $z=0$, and let all potential energies vanish there. The normalized subband functions $\psi_i$ can be taken real and obey
\begin{equation}
\left[-\frac{\hbar^2}{2m_z}\frac{d^2}{dz^2}+V_d(z)+V_s(z)\right]\psi_i=E_i\psi_i,
\qquad n(z)=\sum_iN_i\psi_i^2(z),
\label{eq:subband}
\end{equation}
where $N_i$ is the density in subband $i$ and $\sum_iN_i=N$.

Write $c=e^2/\varepsilon$, with $\varepsilon$ the permittivity of the semiconductor. If the depletion layer is much wider than the electron layer, its field is nearly uniform where the electrons are, so $V_d=cN_dz$. The electrons produce $V_s$, which obeys $V_s''=-cn$. The positive charge on the gate that balances the electrons is placed at $z=0$; the field energy in the oxide is thereby left out. The field of the electrons and this counter-charge vanishes at large $z$, so one integration gives
\begin{equation}
V_s'(z)=c\,Q(z),\qquad Q(z)=\int_z^\infty n(z')\,dz'.
\end{equation}
In the second integration, an electron sheet at $z'$ contributes to $Q(s)$ only for $s<z'$. Hence
\begin{equation}
V_s(z)=c\int_0^zQ(s)\,ds=c\int_0^\infty\min(z,z')\,n(z')\,dz'.
\label{eq:kernel}
\end{equation}
The kernel is symmetric in $z$ and $z'$.

\subsection*{What the charge costs}

Build up the layer in proportion, with density $\lambda n$ and $\lambda$ running from 0 to 1. At stage $\lambda$ the electrons already present produce the potential energy $\lambda V_s$. The next portion $n\,d\lambda$ therefore costs $\lambda\,d\lambda\int nV_s\,dz$. Its counter-charge arrives at $z=0$, where the potential is zero, and costs nothing. The total is
\begin{equation}
U=\int_0^1\lambda\,d\lambda\int nV_s\,dz=\frac12\int nV_s\,dz.
\label{eq:U}
\end{equation}
The depletion charge is fixed and is there from the start. Each portion of electrons meets the full $V_d$, which gives $W=\int nV_d\,dz$ without a half. The total energy per area, apart from the depletion charge's own constant energy, is
\begin{equation}
E=T_z+T_\parallel+W+U,
\label{eq:total}
\end{equation}
with $T_z$ and $T_\parallel$ the kinetic energies normal to the interface and in the plane.

\subsection*{What the sum contains}

Multiply \eqref{eq:subband} by $N_i\psi_i$, integrate over $z$ and sum over $i$. The potential $V_s$ enters in full, so
\begin{equation}
\sum_iN_iE_i=T_z+W+\int nV_s\,dz=T_z+W+2U.
\label{eq:levels}
\end{equation}
For the in-plane motion, each subband has the density of states $D=m_\parallel/(\pi\hbar^2)$, both spins included. Filling it up to the Fermi level $\mu$ gives
\begin{equation}
N_i=D(\mu-E_i),\qquad
T_\parallel=\sum_i\int_0^{\mu-E_i}D\epsilon\,d\epsilon=\sum_i\frac{N_i^2}{2D},
\label{eq:filling}
\end{equation}
where the sums run over occupied subbands. The sum over all occupied states is thus
\begin{equation}
S=\sum_iN_iE_i+T_\parallel=T_z+T_\parallel+W+2U,
\end{equation}
and comparison with \eqref{eq:total} gives
\begin{equation}
\boxed{E=S-U=S-\frac12\int nV_s\,dz.}
\label{eq:result}
\end{equation}

The level $E_i$ is the energy of one electron in the field of the whole layer. When the levels are added, the interaction of sheet $z$ with sheet $z'$ is entered once for the electrons at $z$ and again for those at $z'$.

The full $V_s$ nevertheless belongs in the subband equation. Vary the density in $U=\frac c2\iint\min(z,z')\,n(z)n(z')\,dz\,dz'$. Either factor $n$ may change, and by symmetry the two contributions are equal:
\begin{equation}
\delta U=\int V_s\,\delta n\,dz.
\label{eq:variation}
\end{equation}
The half in the energy becomes a whole in the potential. Putting $V_s/2$ into the subband equation would be a new error.

\subsection*{Your numbers}

I solved your model with finite differences, on a mesh of 0.025 nm over 30 nm, and iterated to self-consistency. Two subbands are occupied:
\begin{align}
E_0&=187.4\ \mathrm{meV}, & N_0&=4.277\times10^{12}\,\mathrm{cm^{-2}},\\
E_1&=272.4\ \mathrm{meV}, & N_1&=0.723\times10^{12}\,\mathrm{cm^{-2}}.
\end{align}
With $D=0.04177\times10^{12}\,\mathrm{cm^{-2}\,meV^{-1}}$, the two parts of $S$ per electron are
\begin{align}
\frac1N\sum_iN_iE_i&=\frac{4.277\times187.4+0.723\times272.4}{5.00}\ \mathrm{meV}=199.7\ \mathrm{meV},\\
\frac{T_\parallel}{N}&=\frac{4.277^2+0.723^2}{2\times0.04177\times5.00}\ \mathrm{meV}=45.0\ \mathrm{meV}.
\end{align}
They add up to your 244.7 meV. The self-consistent density gives $U/N=52.4$ meV, so
\begin{equation}
\frac EN=(244.7-52.4)\ \mathrm{meV}=192.3\ \mathrm{meV}.
\end{equation}
The orbitals also give $T_z/N=49.1$ meV and $W/N=45.8$ meV. Adding the parts of \eqref{eq:total} leads to the same total, $49.1+45.0+45.8+52.4=192.3$ meV. Your sum is too large by 27 percent of $E$.

Had you left out the in-plane motion, you would have found 199.7 meV, which looks much better. It contains two errors of opposite sign: $U$ is counted once too often, and $T_\parallel$ is missing. In this example they nearly cancel, since $52.4-45.0=7.4$ meV.

Halving the whole potential energy is wrong too. It also removes $W/2$, or 22.9 meV per electron, and leaves 169.4 meV. The energy $W$ was counted once in $S$ and needs no correction.

\subsection*{Why the slope exposed the error}

Change the orbitals slightly at fixed $N_i$. By \eqref{eq:variation} and \eqref{eq:subband},
\begin{equation}
\delta E=2\sum_iN_iE_i\int\psi_i\,\delta\psi_i\,dz=0,
\end{equation}
because normalization makes each integral vanish to first order. When electrons are added, the first-order change of $E$ therefore comes from the $N_i$ alone. At fixed orbitals, $\delta n=\psi_i^2\,\delta N_i$, and \eqref{eq:variation} again supplies the full $V_s$:
\begin{equation}
\frac{\partial E}{\partial N_i}=E_i+\frac{N_i}{D}=\mu .
\end{equation}
All occupied subbands give the same value, so $dE/dN=\mu$ at fixed $N_d$. The sum has instead
\begin{equation}
\frac{dS}{dN}=\mu+\frac{dU}{dN}.
\end{equation}
Your two slopes imply $dU/dN=389.4-289.7=99.7$ meV. If the density kept its shape, $U$ would grow as $N^2$ and the derivative would be $2U/N=104.8$ meV. The somewhat smaller value shows that the change of shape with $N$ lowers $U$ relative to this quadratic growth.

\subsection*{A relation you can use in your own solver}

Stretch all orbitals by a factor $\lambda$, so that $\psi_i(z)\to\lambda^{-1/2}\psi_i(z/\lambda)$. They stay normalized and still vanish at the wall. The kinetic energy $T_z$ scales as $\lambda^{-2}$. Both $W$ and $U$ scale as $\lambda$, because $z$ and $\min(z,z')$ are lengths. Since $E$ is stationary at $\lambda=1$,
\begin{equation}
-2T_z+W+U=0.
\label{eq:virial}
\end{equation}
Per electron, $W+U$ is $45.8+52.4=98.2$ meV, and $2T_z$ is $2\times49.1=98.2$ meV. With $2U$ in place of $U$ the potential terms would add up to $45.8+2\times52.4=150.6$ meV instead of 98.2 meV, and the balance would fail. The relation holds in this form only for parabolic motion along $z$, a linear $V_d$ and the Hartree energy. A term that scales differently adds its own contribution. A local exchange energy proportional to $\int n^{4/3}dz$ scales as $\lambda^{-1/3}$ and adds $-E_x/3$ to the left-hand side. The curvature of $V_d$ in a depletion layer of finite width adds a term that scales as $\lambda^2$.

Equation \eqref{eq:virial} also shows how large the error can become. If $N_d\to0$ and the layer stays bound, then $W=0$ and $U=2T_z$. The total is $E=3T_z+T_\parallel$, whereas $S=5T_z+T_\parallel$. In the opposite limit, $N\to0$ at fixed $N_d$, the inequality $\min(z,z')\le z$ gives $U/N\le cN\bar z/2$, where $\bar z$ is the mean distance of the electrons from the interface. The depletion field keeps $\bar z$ finite, so the error per electron vanishes and $S/N$ tends to $E/N$.

\subsection*{The sign depends on the bookkeeping}

Here $U$ belongs to the electrons together with their counter-charge. Another program may treat the counter-charge as an external sheet, with potential energy $cNz/2$, and use the bare interaction of charged sheets,
\begin{equation}
v(z)=-\frac c2\int|z-z'|\,n(z')\,dz'.
\end{equation}
Since $\min(z,z')=\frac12(z+z'-|z-z'|)$, equation \eqref{eq:kernel} becomes
\begin{equation}
V_s(z)=\frac{cNz}{2}+v(z)+\frac{cN\bar z}{2}.
\end{equation}
The other program lacks the last, constant term, so all its levels are lower by $cN\bar z/2$. With $c=1507.9$ meV\,nm, $N=0.05\,\mathrm{nm^{-2}}$ and $\bar z=2.024$ nm, this is 76.3 meV. Its sum is $244.7-76.3=168.4$ meV per electron, which lies below the total.

Its electron--electron energy is $U'=\frac12\int nv\,dz$. Multiplying the last equation by $n/2$ and integrating gives $U=U'+cN^2\bar z/2$, so $U'/N=52.4-76.3=-23.9$ meV. This negative energy is the one counted twice there, and subtracting it once gives $168.4+23.9=192.3$ meV again. Take the sum and the correction from the same bookkeeping. The slope test changes as well. The Fermi level $\mu'$ of the other program is $289.7-76.3=213.4$ meV, and its external potential $cNz/2$ grows with $N$, so there $dE/dN=\mu'+cN\bar z/2$ and not $\mu'$.

\subsection*{Where more is needed}

Equation \eqref{eq:result} is a Hartree result for fixed charges. If your solver adds an exchange--correlation potential $v_{xc}$, the sum contains $\int nv_{xc}\,dz$. This must be replaced by the exchange--correlation energy $E_{xc}$, which adds $E_{xc}-\int nv_{xc}\,dz$ to the right-hand side. If the gate voltage is held fixed instead of the charge, the oxide field energy and the work done by the voltage source must be included before states are compared.

All numerical values are calculated from the stated model.
